# Why Fixed Atomic Hardness Leaves Charges on Infinitely Separated Atoms

**Question.** Electronegativity equalisation assigns each atom an energy quadratic in its charge and lets charge flow until the electronegativities agree. Pull two unlike atoms infinitely far apart, so that they no longer interact. Why does the model still give them fractional charges, and what in the exact energies makes the atoms neutral?

**Answer.**

## The mechanism

Far apart, the atoms have no mutual energy, so the charges are decided by one comparison: what does it cost to take a little electronic charge from one atom, and what is gained by giving it to the other?

For a real atom the two directions are priced differently. Removing charge costs the ionisation energy $I$ per electron, while adding charge returns the electron affinity $A$ per electron, which is smaller. The energy has a kink at neutrality. Transfer pays if the affinity of the receiver exceeds the ionisation energy of the giver.

A quadratic energy has no kink. At neutrality it has one slope, the mean of $I$ and $A$, for both directions. Two unlike atoms generally have different means, so some small transfer lowers the energy. The rising quadratic term then stops the flow, in general not at a whole number of electrons.

## Energies and conventions

Let $q_i$ be the net charge of atom $i$ in units of $e$, positive when electrons are missing. The total charge is zero, there is no external field, and the temperature is zero until stated otherwise. Energies are counted from the neutral atom. Then

$$E_i(+1)=I_i,\qquad E_i(0)=0,\qquad E_i(-1)=-A_i .$$

The fixed-hardness model passes a parabola through these points, $E_i=\chi_i q_i+\tfrac12\eta_i q_i^2$. The outer points require

$$\chi_i+\tfrac12\eta_i=I_i,\qquad -\chi_i+\tfrac12\eta_i=-A_i .$$

Adding the two equations gives the hardness, and subtracting them gives the electronegativity:

$$\eta_i=I_i-A_i,\qquad \chi_i=\frac{I_i+A_i}{2}.$$

The parabola is therefore right at all three integer charges. For charges between $-1$ and $+1$, any fault must lie between these points.

## What the parabolas predict

For two atoms set $q_1=q$ and $q_2=-q$. At infinite separation

$$E(q)=(\chi_1-\chi_2)\,q+\tfrac12(\eta_1+\eta_2)\,q^2 .$$

Setting the derivative to zero gives $\chi_1-\chi_2+(\eta_1+\eta_2)q=0$, so

$$q=\frac{\chi_2-\chi_1}{\eta_1+\eta_2}. \tag{1}$$

This is a minimum because $\eta_1+\eta_2>0$. Inserting it, the linear term is $-(\chi_2-\chi_1)^2/(\eta_1+\eta_2)$ and the quadratic term is half as large with the opposite sign:

$$E_{\min}=-\frac{(\chi_2-\chi_1)^2}{2(\eta_1+\eta_2)} . \tag{2}$$

At finite distance $R$, point charges add $-kq^2/R$, with $k=e^2/(4\pi\varepsilon_0)$. The coefficient of $q^2$ becomes $\tfrac12(\eta_1+\eta_2-2k/R)$, and

$$q(R)=\frac{\chi_2-\chi_1}{\eta_1+\eta_2-2k/R}, \tag{3}$$

provided the denominator is positive. As $R$ grows, the attraction disappears but the atomic terms do not, so $q(R)$ tends to (1) and not to zero.

With more atoms, a Lagrange multiplier $\lambda$ for the total charge gives $\chi_i+\eta_iq_i=\lambda$, hence $q_i=(\lambda-\chi_i)/\eta_i$. All charges vanish if and only if all $\chi_i$ are equal.

The difficulty is wider than the parabola. Suppose each $E_i$ is any function differentiable at $q_i=0$, with slope $\chi_i$. The total energy then has slope $\chi_1-\chi_2$ at neutrality. If this is not zero, neutrality is not a stationary point. A hardness that varies smoothly with charge changes the size of the error but cannot remove it.

## What a fractional charge means for a distant atom

An isolated atom has a whole number of electrons. A distant atom can have a fractional mean charge if the whole system is in a superposition of different integer distributions. For two atoms, write

$$|\Psi\rangle=\sum_n c_n\,|1:n\rangle\,|2:-n\rangle ,$$

where $n$ is the integer charge on atom 1. Without tunnelling, the Hamiltonian conserves the electron number on each atom, so it has no matrix elements between terms of different $n$. The cross terms vanish, leaving

$$E=\sum_n|c_n|^2\,[E_1(n)+E_2(-n)],\qquad q=\sum_n|c_n|^2\,n .$$

Energy and charge are averaged with the same weights. The energy of one atom at fractional $q$ is thus the smallest weighted mean of its integer energies having mean charge $q$.

To find this minimum, assume that the integer energies are convex: each further ionisation costs at least as much as the one before, each further electron returns no more than the one before, and $A\le I$. This is an empirical regularity of atoms, not a theorem proved here. For $n\ge1$ it gives $E(n)\ge nI$. For $n=-m\le-1$ it gives $E(-m)\ge-mA\ge-mI$. Hence $E(n)\ge In$ for every integer $n$, and averaging gives $E(q)\ge Iq$.

For $0\le q\le1$ this bound is reached by giving the cation weight $q$ and the neutral atom weight $1-q$. The same argument with $A$ in place of $I$ gives $E(n)\ge An$, with equality for mixtures of anion and neutral atom. Therefore

$$E(q)=\begin{cases} Iq, & 0\le q\le 1,\\ Aq, & -1\le q\le 0.\end{cases} \tag{4}$$

On the negative side $Aq=-A|q|$, an energy gain when $A>0$.

The error of the parabola follows by subtraction. For $0\le q\le1$, use $I=\chi+\eta/2$:

$$Iq-\left(\chi q+\tfrac12\eta q^2\right)=\tfrac12\eta\,q(1-q).$$

For negative charge, $A=\chi-\eta/2$ gives the same expression with $q$ replaced by $|q|$. The parabola is thus too low by

$$\delta(q)=\tfrac12\eta\,|q|\,(1-|q|), \tag{5}$$

which is zero at the integers and largest, $\eta/8$, at half charge.

Two identical distant atoms sharing one hole show the error without any difference in electronegativity. The hole may be on either atom, or in an equal superposition, and the energy is $I$ in each case. Two parabolas at $q=\tfrac12$ give $I-2\eta/8=I-\eta/4$. For $I=5.0$ eV and $A=0.5$ eV this is 3.875 eV instead of 5.000 eV: the model rewards the spreading of a charge over places that do not interact.

## Why the exact energies give neutral atoms

Consider any integer distribution over several distant atoms, and let $Q$ be the sum of the positive charges. The negative charges then sum to $-Q$. The bounds above give

$$E\ge\sum_{q_i>0}I_iq_i-\sum_{q_i<0}A_i|q_i|
\ge(\min I-\max A)\,Q . \tag{6}$$

In the second step every ionisation energy was replaced by the smallest and every affinity by the largest. If

$$\min I>\max A, \tag{7}$$

every distribution containing ions lies above the neutral one. A superposition has the weighted mean of these energies, so any ionic weight raises it. The ground state has neutral atoms, not just zero mean charges.

Conversely, suppose $I_i<A_j$ for some pair. Convexity excludes $i=j$, so these are two different atoms, and moving one electron from $i$ to $j$ changes the energy by $I_i-A_j<0$. Neutrality is then lost. At equality the neutral and ionic states are degenerate and the energy does not fix the charge.

For known neutral atoms condition (7) holds by a narrow margin: the smallest ionisation energy is roughly 3.9 eV, for caesium, and the largest affinity roughly 3.6 eV, for chlorine.

The criterion was also tested on 80 random sets of three atoms with convex energies and charges from $-2$ to $+2$, by minimising over the weights of the integer states. In 56 sets condition (7) held and all atoms came out neutral; in the other 24 it failed and charges appeared.

## Equalisation with an interval

Equalisation itself is not the mistake. At a kink the slope is not a number but an interval. Neutrality is a minimum if one value $\lambda$ fits between the left and right slopes of every atom:

$$A_i\le\lambda\le I_i\quad\text{for all } i .$$

Such a value exists when $\max A\le\min I$. The atoms can share an electronegativity while remaining neutral, even though the midpoints of their intervals differ. The fixed-hardness model replaces each interval by its midpoint $\chi_i$ and then has to move charge to make the midpoints agree.

The initial cost of moving charge from atom 1 to atom 2 shows the same thing:

$$\text{exact: } I_1-A_2,\qquad
\text{parabolas: } \chi_1-\chi_2=(I_1-A_2)-\tfrac12(\eta_1+\eta_2).$$

The second form follows from $\chi_1=I_1-\eta_1/2$ and $\chi_2=A_2+\eta_2/2$. The parabolas subtract half the total hardness from the true cost, which can turn a positive cost into an apparent gain.

A distant metal gives a useful second case. Let a large metal body have work function $W$, and neglect the energy of charging so large a body. It then has $I=A=W$: its interval is a point and its hardness is zero. A distant molecule exchanges no electron with it if $A<W<I$, where $A$ and $I$ belong to the molecule. Equation (1) instead gives the molecule the charge $(W-\chi)/\eta$, which vanishes only at $W=\chi$.

## Hydrogen and chlorine

For the separated atoms of HCl, the energies were computed in the aug-cc-pVDZ basis. Chlorine and its ions were treated by frozen-core unrestricted coupled cluster with singles, doubles and perturbative triples; the one- and two-electron hydrogen species were solved exactly within the basis. Spin–orbit coupling, other relativistic effects and core correlation are left out.

| | $I$ (eV) | $A$ (eV) | $\chi$ (eV) | $\eta$ (eV) |
|---|---|---|---|---|
| H | 13.588 | 0.672 | 7.130 | 12.916 |
| Cl | 12.572 | 3.431 | 8.002 | 9.142 |

Equation (1) gives hydrogen the charge

$$q_{\rm H}=\frac{8.002-7.130}{12.916+9.142}=\frac{0.872}{22.058}=+0.040 .$$

Equation (2) gives the energy $-(0.872)^2/(2\times22.058)=-0.017$ eV. The model therefore places the separated atoms slightly below their own neutral energies.

The exact slope for moving charge from H to Cl is $13.588-3.431=10.157$ eV per electron. The parabolas start with $7.130-8.002=-0.872$ eV. At the spurious charge, the straight lines cost 0.401 eV, while (5), summed over both atoms, puts the parabolas 0.419 eV too low. The difference is the false gain of 0.017 eV, up to rounding.

Condition (7) holds with a wide margin, since the smallest $I$ is 12.572 eV and the largest $A$ is 3.431 eV. Minimising over the integer-state weights gives zero charge.

The basis matters for the size of the spurious charge because $\chi_{\rm Cl}-\chi_{\rm H}$ is a small difference. Going to aug-cc-pVTZ, estimated for chlorine by second-order perturbation theory, raises its $I$ by 0.160 eV and its $A$ by 0.077 eV, and the charge becomes 0.043. This estimate is rough: coupled cluster with perturbative triples in aug-cc-pVTZ raises $I$ by 0.204 eV and $A$ by 0.075 eV, and gives a charge of 0.044. In aug-cc-pVQZ, estimated in the same way, the increases over aug-cc-pVDZ are 0.260 and 0.167 eV, the charge is 0.047, and the false energy gain is 0.025 eV instead of 0.017 eV. Hydrogen, computed directly in each basis, changes less: from aug-cc-pVDZ to aug-cc-pVQZ its $I$ rises by about 0.02 eV and its $A$ by about 0.07 eV. Neither the charge nor the false energy gain has converged, so this calculation supports only a charge of a few hundredths and a false gain of a few hundredths of an eV. Neutrality is far less delicate: the omitted effects would have to remove a cost of about 10 eV.

## A pair with a large difference

The small charge in HCl reflects similar electronegativities. Take instead a donor with $I_D=5.0$ eV and $A_D=0.5$ eV, and an acceptor with $I_A=13.0$ eV and $A_A=3.5$ eV. Then $\chi_D=2.75$, $\eta_D=4.50$, $\chi_A=8.25$ and $\eta_A=9.50$ eV, and

$$q_D=\frac{8.25-2.75}{4.50+9.50}=\frac{5.50}{14.00}=0.393,$$

with a false energy gain of 1.080 eV. The exact transfer of one electron costs $\Delta=I_D-A_A=1.50$ eV, so the atoms should be neutral.

**Weak tunnelling.** To see neutrality emerge from a Hamiltonian, give each atom one orbital with the stated $I$ and $A$, and let electrons hop between the orbitals with amplitude $t$. In the neutral singlet there are two contributions $t/\sqrt2$ to each ionic state, one from each spin arrangement, so the coupling is $\sqrt2\,t$ in magnitude. First-order perturbation theory gives an ionic state the weight $(\sqrt2\,t)^2$ divided by the square of its energy. The reverse transfer costs $\Delta'=I_A-A_D=12.50$ eV and contributes negative donor charge. To leading order

$$q_D\simeq2t^2\left(\frac1{\Delta^2}-\frac1{\Delta'^2}\right). \tag{8}$$

For $t=0.01$ eV this is $8.76\times10^{-5}$, and diagonalisation agrees to the digits given. For $t=0.1$ eV, diagonalisation gives $8.51\times10^{-3}$ against $8.76\times10^{-3}$ from (8). As the orbital overlap disappears with distance, $t$ tends to zero and the charge goes with it, provided the attraction between the ions, left out of (8) and treated next, is smaller than $\Delta$. Equation (1) contains no $t$ and cannot register that the path for the electron has closed.

**Finite distance.** The attraction lowers the ionic state $D^+A^-$ by $k/R$, so its energy above the neutral state is $\Delta-k/R$. The two cross at

$$R_c=\frac{k}{\Delta}=\frac{14.3996\ \text{eV Å}}{1.50\ \text{eV}}=9.60\ \text{Å}.$$

With $t$ held at 0.01 eV for comparison, the donor charges are:

| $R$ (Å) | Fixed hardness | Two-orbital model |
|---|---|---|
| 8 | 0.529 | 0.998 |
| 12 | 0.474 | 0.002 |
| 50 | 0.410 | 0.0001 |
| 1000 | 0.394 | 0.0001 |

The parabolas produce a slow drift towards 0.393. The two-orbital model passes from an ion pair to neutral atoms. Near the crossing only two states matter. With $\epsilon=k/R-\Delta$ and coupling $\sqrt2\,t$, their splitting is $\sqrt{\epsilon^2+8t^2}$ and the ionic weight of the lower state is

$$q_D\simeq\frac12\left(1+\frac{\epsilon}{\sqrt{\epsilon^2+8t^2}}\right).$$

At $R_c$ this is one half, as diagonalisation also gives. A fractional mean charge is therefore possible in an exact treatment, but here it needs a near-degeneracy comparable with $t$, and its range of distances shrinks as $t$ falls.

**When neutrality fails.** Lower the donor's ionisation energy to 3.0 eV, below the acceptor's affinity. Transfer now gains 0.5 eV even at infinite distance. With $t=0.001$ eV the donor charge is 0.99999: a whole electron moves. The parabolas, with $\chi_D=1.75$ and $\eta_D=2.50$ eV, would give $6.50/12.00=0.54$. They miss the integer on this side as well.

**Temperature.** At 600 K, with no hopping and $R$ infinite, the neutral pair has four spin arrangements and the ion pair $D^+A^-$ has one. The mean charge is close to $\tfrac14e^{-\Delta/k_BT}$, or $6\times10^{-14}$. This describes one fixed pair of atoms, not the ionisation equilibrium of a vapour. Heat does not account for the 0.393 of the fixed-hardness model.

## Real precursors and the use of the model

The model pair lies in the rough regime of an alkali atom meeting a halogen atom, for which the donor ionisation energy is roughly 3.9 to 5.4 eV and the acceptor affinity roughly 3.1 to 3.6 eV. The crossing distance is sensitive to their small difference: since $dR_c/d\Delta=-k/\Delta^2$, an error of 0.1 eV in $\Delta$ moves $R_c$ by about 0.6 Å for the model pair, where $\Delta=1.5$ eV, and by much more when $\Delta$ is small. For caesium and chlorine, with $\Delta$ near 0.3 eV, the same error moves $R_c$ by more than 10 Å. Real atoms also polarise and have several orbitals, which the two-orbital model omits. Its distances are illustrations, not predictions for a named pair.

In precursor chemistry the defect matters when a charge-equilibration model follows a bond to dissociation, or a by-product such as HCl away from a surface. Fragments with different electronegativities retain charges, which then produce false long-range forces and a wrong dissociation energy. Near equilibrium distances, where electrons are shared, fractional charges are physically reasonable and this argument does not condemn charge equilibration. Equation (3) itself can fail there, however, because the attraction between bare point charges is too strong at short range. For HCl at a bond length of 1.275 Å, $2k/R=22.59$ eV exceeds the total hardness of 22.06 eV found above, and the energy has no minimum. A usable model must weaken the attraction at short range.

When (7) holds, a repair must put the energy minimum at neutrality once tunnelling has stopped and the distance exceeds the crossing distance $R_c$. Inside $R_c$ the ion pair remains the ground state however small $t$ is. One way is to multiply the driving term $\chi_2-\chi_1$ by a factor $s(R)$ that falls to zero with the overlap, while keeping the hardness finite. Equation (3) then gives $q\propto s(R)$ at large distance, and the charges vanish. Multiplying the hardness by the same factor would spoil the repair. Without the Coulomb term, $s$ would cancel and leave the charge (1) unchanged. With that term, the denominator of (3) would become $s(\eta_1+\eta_2)-2k/R$, which turns negative at large distance when $s$ falls exponentially, and the energy would then have no minimum. Such a factor imposes the correct neutral limit by hand; it does not restore the kink, and so it cannot describe the whole-electron transfer found when (7) fails. It also removes the charge too early when $R_c$ lies beyond the range of the overlap: the ground state is then an ion pair out to $R_c$, which for caesium and chlorine is about 50 Å in the point-charge estimate. The main computed values behind these examples are listed in the numerical output below.

## Table of computed values

```
H and Cl far apart, aug-cc-pVDZ
H: I = 13.588 eV, A = 0.672 eV
H: chi = 7.130 eV, eta = 12.916 eV
Cl: I = 12.572 eV, A = 3.431 eV
Cl: chi = 8.002 eV, eta = 9.142 eV
fixed hardness: charge on H = +0.0395 e
fixed hardness: energy = -0.0172 eV
Cl, MP2 step to aug-cc-pVTZ: I +0.160, A +0.077 eV
charge on H with that step = +0.0433 e
ensemble minimum: charge on H = 0.0000 e (both bases)
smallest I = 12.572 eV
largest A = 3.431 eV
initial slope H to Cl, parabolas = -0.872 eV
initial slope H to Cl, exact lines = 10.157 eV
exact-line cost of that charge = 0.4014 eV
parabolas lie too low there by = 0.4187 eV
random triples: 56 neutral, 24 charged
Model pair
donor: I = 5.0 eV, A = 0.5 eV
donor: chi = 2.75 eV, eta = 4.50 eV
acceptor: I = 13.0 eV, A = 3.5 eV
acceptor: chi = 8.25 eV, eta = 9.50 eV
fixed hardness, R infinite: q = 0.3929 e
fixed hardness, R infinite: energy = -1.0804 eV
cost of one electron, donor to acceptor = 1.50 eV
cost of one electron, acceptor to donor = 12.50 eV
sites, hopping 0.10 eV: q = 8.513e-03 e (formula 8.761e-03)
sites, hopping 0.01 eV: q = 8.758e-05 e (formula 8.761e-05)
Coulomb constant k = 14.3996 eV angstrom
crossing distance = 9.600 angstrom
R = 8 angstrom: fixed 0.5288 e, sites 0.99779 e
R = 12 angstrom: fixed 0.4741 e, sites 0.00221 e
R = 50 angstrom: fixed 0.4097 e, sites 0.00013 e
R = 1000 angstrom: fixed 0.3937 e, sites 0.00009 e
sites at the crossing, hopping 0.01 eV: q = 0.500 e
donor I = 3.0 eV, hopping 0.001 eV: q = 0.99999 e
two donors sharing a hole: sites 5.0000 eV
two donors sharing a hole: parabolas 3.8750 eV
thermal charge at 600 K = 6.29e-14 e
```
